# Magnetic Field Effects on Radical-Pair Yields in a One-Nucleus Model

**Q.** I change the product yield of a radical-pair reaction with a field of about a millitesla. At 1 mT the Zeeman energy of an electron is $4.3\times10^{-9}$ hartree, while $k_BT$ at 300 K is $9.5\times10^{-4}$ hartree. How can so small an energy matter?

**A.** It could not if the pair's spins were in thermal equilibrium. Call the radicals A and B, with Zeeman angular frequencies $\omega_A,\omega_B$, and set $\hbar=1$. The projector on the electronic singlet is $P_S=\tfrac14-\mathbf S_A\cdot\mathbf S_B$. Expand the Boltzmann factor $e^{-\beta H}$, $\beta=1/k_BT$, for separated radicals. The first-order term does not change $\langle\mathbf S_A\cdot\mathbf S_B\rangle$, because $H$ contains no product of the two electron spins. In second order the two Zeeman terms combine. With one spin-1/2 nucleus there are eight states, and

$$\langle\mathbf S_A\cdot\mathbf S_B\rangle\simeq\frac{\beta^2}{2}\,\frac{2\omega_A\omega_B\,\mathrm{Tr}(S_{Az}^2S_{Bz}^2)}{8}=\frac{\beta^2\omega_A\omega_B}{16}.$$

The singlet fraction falls below 1/4 by this amount. The ratio of Zeeman energy to $k_BT$ is $4.5\times10^{-6}$, so the shift is $(4.5\times10^{-6})^2/16\approx1.3\times10^{-12}$.

Your pair is not in that state. It is born from a singlet precursor, with its electron spins correlated by the chemistry, and no Boltzmann factor enters this preparation. The field need not lift anything over a barrier; it has to change how the spins turn before the pair reacts. At 1 mT an electron precesses at about 176 rad/µs, which is 17.6 rad in 100 ns. In energy terms, the Zeeman splitting must be compared with the hyperfine coupling and with $\hbar k$, where $k$ is the decay rate. For a 100 ns lifetime $\hbar k$ is $2.4\times10^{-10}$ hartree, well below the Zeeman energy.

**Q.** Which model makes this quantitative?

**A.** Let radical A carry one spin-1/2 nucleus with isotropic hyperfine coupling $a>0$:

$$H=\omega_AS_{Az}+\omega_BS_{Bz}+a\,\mathbf S_A\cdot\mathbf I,\qquad \omega_j=g_j\mu_BB.$$

The radicals are far enough apart to neglect exchange and dipolar coupling. The nucleus is unpolarized, so $\rho_0=P_S/2$; the 2 counts the nuclear states. Singlet and triplet pairs react with the same rate $k$. The loss terms then add to $-\tfrac k2\{P_S+P_T,\rho\}=-k\rho$, and decay multiplies the reaction-free evolution by $e^{-kt}$. If $p(t)$ is the singlet probability without reaction, the singlet yield is

$$\Phi=k\int_0^\infty e^{-kt}p(t)\,dt,\qquad k\int_0^\infty e^{-kt}\cos ft\,dt=\frac{k^2}{k^2+f^2}\equiv L(f).$$

So we need the frequencies in $p(t)$. Since $\mathrm{Tr}(\mathbf S_A\cdot\mathbf S_B)=0$,

$$p=\tfrac12\mathrm{Tr}[P_S(t)P_S]=\tfrac14+\tfrac12\mathrm{Tr}[(\mathbf S_A\cdot\mathbf S_B)(t)\,(\mathbf S_A\cdot\mathbf S_B)].$$

The radicals evolve independently, so the trace factorizes:

$$p=\tfrac14+\sum_{ij}R^A_{ij}R^B_{ij},\quad R^A_{ij}=\tfrac12\mathrm{Tr}_{A,I}[S_{Ai}(t)S_{Aj}],\quad R^B_{ij}=\mathrm{Tr}_B[S_{Bi}(t)S_{Bj}].$$

At $t=0$ each diagonal $R$ is 1/2, and $p=\tfrac14+3\cdot\tfrac14=1$.

If $a=0$ and $g_A=g_B$, both spins turn together. Their scalar product is constant and $\Phi=1$ at every field. A field that turns both spins equally cannot mix singlet and triplet by itself; here the hyperfine coupling to the nucleus makes the two spins turn differently.

**Q.** Can $p(t)$ be found in closed form?

**A.** Yes. Only radical A needs diagonalizing. Write its states with the electron arrow first. The states $|\uparrow\uparrow\rangle$ and $|\downarrow\downarrow\rangle$ have energies $\tfrac a4\pm\tfrac{\omega_A}2$. In the basis $|\uparrow\downarrow\rangle,|\downarrow\uparrow\rangle$ the diagonal elements are $-\tfrac a4\pm\tfrac{\omega_A}2$ and the coupling is $a/2$. The energies are therefore $-\tfrac a4\pm\tfrac\Omega2$, with $\Omega=\sqrt{\omega_A^2+a^2}$, and the states are

$$|+\rangle=c|\uparrow\downarrow\rangle+s|\downarrow\uparrow\rangle,\quad |-\rangle=-s|\uparrow\downarrow\rangle+c|\downarrow\uparrow\rangle,$$

$$c^2=\tfrac12(1+\omega_A/\Omega),\qquad s^2=\tfrac12(1-\omega_A/\Omega).$$

For the longitudinal part, $S_{Az}$ has elements $\pm\tfrac12$ in the two outer states, $\pm\omega_A/2\Omega$ in $|\pm\rangle$, and $-cs=-a/2\Omega$ between $|+\rangle$ and $|-\rangle$. Squaring them and attaching the phases gives

$$R^A_{zz}=\tfrac12\left[\tfrac12+\frac{\omega_A^2+a^2\cos\Omega t}{2\Omega^2}\right],\qquad R^B_{zz}=\tfrac12.$$

For the transverse part, define $C_A=\tfrac12\mathrm{Tr}[S_{A+}(t)S_{A-}]$ and $C_B=\mathrm{Tr}[S_{B+}(t)S_{B-}]=e^{i\omega_Bt}$. Symmetry about the field gives $R_{xx}=R_{yy}$ and $R_{xy}=-R_{yx}$, hence $C=2R_{xx}-2iR_{xy}$ for each radical. The four transverse products then sum to $\tfrac12\mathrm{Re}(C_AC_B^*)$. The operator $S_{A+}$ connects $|+\rangle$ and $|-\rangle$ to $|\uparrow\uparrow\rangle$ with squared elements $s^2,c^2$, and $|\downarrow\downarrow\rangle$ to $|+\rangle$ and $|-\rangle$ with $c^2,s^2$. Taking the energy differences and subtracting $\omega_B$,

$$p=\tfrac38+\frac{\omega_A^2+a^2\cos\Omega t}{8\Omega^2}+\tfrac14\left[s^2\cos f_1t+c^2\cos f_2t+c^2\cos f_3t+s^2\cos f_4t\right],$$

$$f_{1,2}=\tfrac12(\omega_A+a\mp\Omega)-\omega_B,\qquad f_{3,4}=\tfrac12(\omega_A-a\pm\Omega)-\omega_B.$$

The yield follows by replacing each $\cos ft$ by $L(f)$. This formula was tested against time propagation and against diagonalization of the eight-state Hamiltonian.

**Q.** What happens with no field at all?

**A.** Then $\Omega=a$, $c^2=s^2=\tfrac12$, $f_1=f_3=0$ and $|f_2|=|f_4|=a$. Collecting terms,

$$p=\tfrac58+\tfrac38\cos at,\qquad \Phi(0)=\tfrac58+\tfrac38\frac{k^2}{k^2+a^2}.$$

A long-lived pair does not lose all its singlet correlation, because $\mathbf F=\mathbf S_A+\mathbf I$ is conserved. Write $\mathbf S_A=\tfrac12\mathbf F+\tfrac12(\mathbf S_A-\mathbf I)$. The first part stands still and the second oscillates at frequency $a$. Spin B stands still too, so half of the initial correlation of 3/4 survives, and $\tfrac14+\tfrac38=\tfrac58$.

Take a hyperfine field of 1 mT, $g_A=2.001$ and $g_B=2.000$, as round model values. Then $a=176$ rad/µs. For a 100 ns lifetime $k=10$ µs$^{-1}$, $k/a=0.0568$, and $\Phi(0)=0.625+0.375\times0.0032=0.626$.

**Q.** Why does a weak field then lower the singlet yield?

**A.** It makes the two surviving vectors precess at different rates. When $\omega\ll a$, the $F=1$ levels of A stay well separated from $F=0$. Inside them the electron carries half of $\mathbf F$, so $\mathbf F$ precesses at $\omega/2$. Spin B precesses at $\omega$. Their relative angle grows, and a singlet turns into a triplet.

The formula shows the same thing. For equal $g$, $\Omega\simeq a+\omega^2/2a$ gives $f_{1,3}\simeq-\omega/2$. Together these terms carry weight $\tfrac14(s^2+c^2)=\tfrac14$. For $k,\omega\ll a$,

$$\Phi\simeq\tfrac38+\tfrac14\frac{k^2}{k^2+\omega^2/4}.$$

In this limit, half of the drop from 5/8 to 3/8 is reached at $\omega=2k$, which for a 100 ns lifetime gives an estimate of 0.114 mT. The lifetime, not the temperature, sets this field.

**Q.** The yield has a minimum, though. What brings it back up?

**A.** The component of $\mathbf S_A$ along the field becomes better conserved as the field decouples electron from nucleus. Its static contribution, beyond the constant $\tfrac18$ already counted in the $\tfrac38$, is $\omega^2/8\Omega^2\simeq\omega^2/8a^2$. For $k\ll\omega\ll a$ the dephasing term above is $k^2/\omega^2$ to leading order. The neglected terms are of order $k^2/a^2$, $k^4/\omega^4$ and $\omega^4/a^4$. Near the minimum found below, where $\omega^2$ is of order $ka$, all three are of order $k^2/a^2$, while the terms kept are of order $k/a$. To leading order,

$$\Phi\simeq\tfrac38+\frac{k^2}{\omega^2}+\frac{\omega^2}{8a^2}.$$

Setting the derivative with respect to $\omega^2$ to zero gives $\omega^4=8k^2a^2$, so $\omega_{\min}=8^{1/4}\sqrt{ka}$. Both small terms then equal $k/(\sqrt8\,a)$, and $\Phi_{\min}\simeq\tfrac38+k/(\sqrt2\,a)$.

For the 100 ns pair this estimate gives $1.68\sqrt{0.0568}=0.40$ mT and $0.375+0.040=0.415$. The full calculation gives 0.414 mT and 0.417. The yield has dropped by 0.210, one third of its zero-field value.

**Q.** Should every radical pair show the dip?

**A.** No. A short-lived pair reacts before the slow dephasing develops. To find the limit, take equal $g$, set $w=\omega/a$ and $x=k^2/a^2$, and expand $\Phi$ to order $w^2$. There are three contributions.

The longitudinal terms are $\frac{1}{8(1+w^2)}\left[w^2+\frac{x}{x+1+w^2}\right]$. Their $w^2$ coefficient is

$$\tfrac18\left[1-\frac{x}{1+x}-\frac{x}{(1+x)^2}\right]=\frac{1}{8(1+x)^2}.$$

The slow terms, with $f^2\simeq a^2w^2/4$, contribute $-1/(16x)$.

The fast terms have weights $\tfrac14\cdot\tfrac12(1\pm w)$ and $f^2/a^2=1+\delta$, with $\delta=\mp w+\tfrac34w^2$. With the weights $\tfrac12(1\pm w)$, the mean of $\delta$ is $\tfrac34w^2-w^2=-\tfrac14w^2$, and the mean of $\delta^2$ is $w^2$. Expanding $x/(1+x+\delta)$ to second order in $\delta$ gives the coefficient

$$\tfrac14\,\frac{x}{1+x}\left[\frac{1}{4(1+x)}+\frac{1}{(1+x)^2}\right].$$

Over the common denominator $16x(1+x)^3$, the sum has numerator

$$2x(1+x)-(1+x)^3+x^2(1+x)+4x^2=4x^2-x-1.$$

The yield initially falls if this is negative: $x<(1+\sqrt{17})/8$, or $k<0.80\,a$. A 10 ns lifetime gives $k/a=0.568$, inside the limit but not far inside. Its dip is shallow, from 0.717 to 0.707 at 0.58 mT.

**Q.** Above several millitesla my signal stops changing. Why, if the Zeeman energy keeps growing?

**A.** Because the field has closed a channel, and a closed channel cannot be closed further. The triplets $T_\pm$, with both electron spins up or both down, have the projector $\tfrac12+2S_{Az}S_{Bz}$. For a singlet-born pair $\langle S_{Az}S_{Bz}\rangle=-R^A_{zz}R^B_{zz}$, so

$$P_{T\pm}=\tfrac12-2R^A_{zz}R^B_{zz}=\frac{a^2}{4\Omega^2}(1-\cos\Omega t).$$

Replacing the cosine by $L(\Omega)$ gives their combined yield:

$$\Phi_{T\pm}=\frac{a^2}{4\Omega^2}\,\frac{\Omega^2}{k^2+\Omega^2}=\frac{a^2}{4(k^2+a^2+\omega_A^2)}.$$

The hyperfine coupling can flip electron A against the nucleus, but the flip must bridge a Zeeman gap. Once $\omega_A\gg a$ it cannot do so effectively. The half-width is $\sqrt{a^2+k^2}$, or 1.00 mT for the 100 ns pair. Its $T_\pm$ yield falls from 0.249 at zero field to 0.0003 at 30 mT.

Mixing with $T_0$, the triplet of zero spin projection, remains. It conserves $S_{Az}+S_{Bz}$ and needs no Zeeman energy. At high field and equal $g$, $c^2\to1$, $s^2\to0$ and $f_{2,3}\to\pm a/2$, so

$$p=\tfrac12+\tfrac12\cos\frac{at}{2},\qquad \Phi_{\rm sat}=\tfrac12+\tfrac12\frac{k^2}{k^2+a^2/4}.$$

**Q.** Is the plateau above or below the zero-field yield?

**A.** Either, depending on the lifetime. Subtract the two results:

$$\Phi_{\rm sat}-\Phi(0)=-\tfrac18+\frac{2x}{1+4x}-\frac{3x}{8(1+x)}=\frac{8x-1}{8(1+4x)(1+x)}.$$

The numerator comes from $-(1+4x)(1+x)+16x(1+x)-3x(1+4x)=8x-1$. The plateau is higher if $k>a/(2\sqrt2)=0.354\,a$.

The 100 ns pair saturates near 0.506, below its zero-field 0.626 but above its dip. The 10 ns pair saturates near 0.782, above its zero-field 0.717. In the long-lived limit, the zero-field conservation law preserves half of the initial correlation of 3/4, which is 3/8. At high field only the component along the field survives, which is 1/4. Adding the uncorrelated 1/4 gives the yields 5/8 and 1/2.

**Q.** In much stronger fields the yield changes again. Is the Zeeman energy catching up with $k_BT$?

**A.** That is not the cause in this model. The thermal shift grows as $B^2$ and is still only about $10^{-4}$ at 10 000 mT. What grows is the difference in precession rates, $\Delta\omega=\omega_A-\omega_B=(g_A-g_B)\mu_BB$. At high field $f_{2,3}\to\Delta\omega\pm a/2$, and

$$\Phi=\tfrac12+\tfrac14\left[L(\Delta\omega+\tfrac a2)+L(\Delta\omega-\tfrac a2)\right].$$

The two terms belong to the two nuclear orientations. In one, the hyperfine field adds to the $\Delta g$ difference; in the other it opposes it. At $\Delta\omega=a/2$ the cancellation stops singlet–triplet mixing for half of the pairs. For $k\ll a$ the yield then rises towards $\tfrac12+\tfrac14=\tfrac34$. With our $g$ values this happens near 1000 mT, where the 100 ns pair reaches 0.751.

**Q.** I had expected $\Delta g$ mixing to lower a singlet-born yield.

**A.** Eventually it does: for $\Delta\omega\gg a,k$ both Lorentzians vanish and $\Phi\to\tfrac12$. The first response is another matter. Expanding about the plateau, the linear terms cancel, leaving $\tfrac14L''(a/2)\,\Delta\omega^2$. Differentiating twice,

$$L''(f)=-\frac{2k^2}{(k^2+f^2)^2}+\frac{8k^2f^2}{(k^2+f^2)^3}=\frac{2k^2(3f^2-k^2)}{(k^2+f^2)^3}.$$

At $f=a/2$ this is positive for $k<\sqrt3a/2=0.866\,a$, so the yield first rises. For faster decay it falls from the start.

The 10 ns pair peaks at 0.814 near 858 mT. Its maximum lies below the cancellation field because the broad $L(\Delta\omega+a/2)$ is already falling there. At 10 000 mT the yields are 0.500 and 0.507 for the longer and shorter lifetimes.

**Q.** My sample is still a warm liquid. Where does its thermal motion enter?

**A.** Through rates. Collisions and tumbling can produce fluctuating local fields that relax the spins. Model isotropic, rapidly fluctuating fields, independent at the two electrons, by adding $\gamma\sum_i(S_i\rho S_i-\rho/4)$ for each electron. To see what this does, apply it to $S_z$. The $x$ and $y$ terms each give $-S_z/4$ and the $z$ term gives $+S_z/4$; subtracting $3S_z/4$ leaves $-\gamma S_z$. Every spin component therefore decays at rate $\gamma$, and a correlation between the two electrons decays at $2\gamma$. Upward and downward flips are taken as equally fast, which neglects a relative difference of about $4.5\times10^{-6}$ at 1 mT.

If $\gamma$ far exceeds $a$, $\omega$ and $k$, then $p\simeq\tfrac14+\tfrac34e^{-2\gamma t}$, and

$$\Phi\simeq\tfrac14+\tfrac34\frac{k}{k+2\gamma},$$

with no field in it. For the 100 ns pair, at the field of its original minimum, the drop from the zero-field yield is 0.210 without relaxation, 0.178 for $\gamma=0.1k$, 0.059 for $\gamma=k$ and 0.0002 for $\gamma=10k$. Other fields retain a little more: for $\gamma=10k$ the yield still changes by 0.003 near 60 mT and by 0.016 at 10 000 mT. With a field-independent $\gamma$, a sizeable field effect therefore requires that relaxation not be much faster than the reaction; it does not require a Zeeman energy above $k_BT$. A constant $\gamma$ presumes $\omega\tau_c\ll1$, where $\tau_c$ is the correlation time of the fluctuations. In stronger fields the spin-flip rate falls as $1/(1+\omega^2\tau_c^2)$, and this slowing is itself a field effect: with $\gamma=10k$ at zero field and $\tau_c=0.1$ ns, the yield of the 100 ns pair rises from 0.28 to 0.43 at 300 mT. Temperature can still change the effect by changing $\gamma$ or $k$.

**Q.** What if my pair is born as a triplet, and when should I distrust the model?

**A.** For an unpolarized triplet birth, $\rho_0=(1-P_S)/6$. The singlet probability is $\tfrac16\mathrm{Tr}[P_S(t)(1-P_S)]=\tfrac16(2-2p)$, so the singlet yield is $(1-\Phi)/3$. The dip becomes a peak: for the 100 ns pair the yield rises from 0.125 at zero field to 0.194 at 0.414 mT. The inversion shows that the spins remember their preparation. A yield that merely rises with field does not prove triplet birth, however, because a short-lived singlet-born pair can give a rise too.

The formulas are safe when exchange and dipolar coupling are much smaller than $k$, because such couplings turn the spins little before the pair reacts. For a long-lived pair this is a strict condition. The dipolar coupling $\mu_0g^2\mu_B^2/4\pi\hbar r^3$ is 326 rad/µs at $r=1$ nm and equals $k=10$ µs$^{-1}$ at 3.2 nm. For the 100 ns pair held fixed at 2 nm and averaged over orientations, the yield falls only from 0.516 at zero field to 0.463 at 0.414 mT. Fast tumbling of the pair axis averages the dipolar term away but then adds to relaxation. Stronger coupling can change the yields, since the two radicals then no longer evolve independently. Unequal singlet and triplet reaction rates spoil the common factor $e^{-kt}$. More nuclei or an anisotropic hyperfine coupling change the frequencies and weights, so the numerical thresholds in $k/a$ belong to this one-nucleus model. The numerical output below gives the yields over the whole field range.

## Calculated quantities

```
g_A = 2.001, g_B = 2.000 (dimensionless)
hyperfine field = 1.0 mT
hyperfine angular frequency a = 175.97 rad/us
temperature = 300 K
Zeeman energy of A at 1 mT = 4.257e-09 hartree
kT = 9.500e-04 hartree
Zeeman energy / kT = 4.480e-06 (dimensionless)
equilibrium singlet shift at 1 mT = -1.254e-12 (fraction)
dip threshold k/a = 0.8002 (dimensionless)
plateau sign threshold k/a = 0.3536 (dimensionless)
Delta-g rise threshold k/a = 0.8660 (dimensionless)
--- lifetime 100 ns ---
k = 10.0 1/us; k/a = 0.0568 (dimensionless)
hbar k = 2.419e-10 hartree
zero-field yield = 0.6262
dip: B = 0.414 mT, yield = 0.4166
dip depth below zero field = 0.2096
ideal plateau yield = 0.5064
Delta-g maximum: B = 1000.0 mT, yield = 0.7508
T(+/-) half-width field = 1.002 mT
--- lifetime 10 ns ---
k = 100.0 1/us; k/a = 0.5683 (dimensionless)
hbar k = 2.419e-09 hartree
zero-field yield = 0.7165
dip: B = 0.577 mT, yield = 0.7068
dip depth below zero field = 0.0098
ideal plateau yield = 0.7818
Delta-g maximum: B = 857.7 mT, yield = 0.8142
T(+/-) half-width field = 1.150 mT
long-lived limit, dip half-field 2k = 0.1137 mT (100 ns)
field where Delta-omega = a/2: 1000.5 mT
B (mT) | singlet yield 100 ns | 10 ns | T(+/-) yield 100 ns
    0.00 | 0.6262 | 0.7165 | 0.24920
    0.05 | 0.5861 | 0.7164 | 0.24858
    0.10 | 0.5192 | 0.7158 | 0.24674
    0.20 | 0.4449 | 0.7138 | 0.23964
    0.50 | 0.4183 | 0.7072 | 0.19948
    1.00 | 0.4470 | 0.7166 | 0.12480
    2.00 | 0.4822 | 0.7502 | 0.04997
    5.00 | 0.5017 | 0.7754 | 0.00961
   30.00 | 0.5063 | 0.7818 | 0.00028
  100.00 | 0.5066 | 0.7828 | 0.00002
  300.00 | 0.5083 | 0.7896 | 0.00000
 1000.00 | 0.7508 | 0.8110 | 0.00000
 3000.00 | 0.5010 | 0.5798 | 0.00000
10000.00 | 0.5001 | 0.5066 | 0.00000
gamma/k | yield(0) - yield(dip field), lifetime 100 ns
    0.0 | 0.209615
    0.1 | 0.178483
    1.0 | 0.058869
   10.0 | 0.000249
  100.0 | -0.000000
```
